# Parity zeros and the zero-argument limit of the 9j symbol: verification in Python

```python
"""
Results under test, for the 9j symbol {a b c; d e f; g h k} written by rows:
 (1) two equal rows and an odd sum of all nine arguments give zero;
 (2) {a b c; d e c; g g 0} = (-1)^(b+c+d+g) / sqrt((2c+1)(2g+1))
                             * 6j{a b c; e d g}.
The 9j is computed from its definition, a sum over all projections of six
3j symbols. The 6j comes from the separate Racah sum in sympy.
Application: overlaps of jj- and LS-coupled states of two p electrons,
checked against projectors from diagonalized angular-momentum operators.
Capital integer arguments of the functions are TWICE the angular momenta.
Array index i of an angular momentum j stands for projection m = j - i.
"""
from functools import lru_cache
from itertools import product
import numpy as np
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j

TOL = 1e-11  # rounding errors of sums of order-one terms


def triad(A, B, C):
    return (A + B + C) % 2 == 0 and abs(A - B) <= C <= A + B


def sign(twice_exponent):
    assert twice_exponent % 2 == 0
    return -1.0 if (twice_exponent // 2) % 2 else 1.0


@lru_cache(maxsize=None)
def threej(A, B, C):
    """All 3j symbols of one triad as an array over the projections."""
    out = np.zeros((A + 1, B + 1, C + 1))
    if triad(A, B, C):
        for i, k in product(range(A + 1), range(B + 1)):
            MA, MB = A - 2 * i, B - 2 * k
            MC = -MA - MB
            if abs(MC) <= C:
                args = [Rational(x, 2) for x in (A, B, C, MA, MB, MC)]
                out[i, k, (C - MC) // 2] = float(wigner_3j(*args))
    return out


def ninej(rows, absolute=False):
    """Defining sum; absolute=True adds the magnitudes of its terms."""
    triples = list(rows) + list(zip(*rows))
    tensors = [threej(*t) for t in triples]
    if absolute:
        tensors = [np.abs(t) for t in tensors]
    return float(np.einsum('abc,def,ghk,adg,beh,cfk->', *tensors,
                           optimize='greedy'))


def sixj_racah(*twice):
    return float(wigner_6j(*[Rational(x, 2) for x in twice]))


def sixj_projection_sum(A, B, C, D, E, F):
    """6j{A B C; D E F} as a phased sum over four 3j symbols."""
    phases = [(-1.0) ** np.arange(x + 1) for x in (A, B, C, D, E, F)]
    return float(np.einsum(
        'abc,aef,dbf,dec,a,b,c,d,e,f->',
        threej(A, B, C)[::-1, ::-1, ::-1], threej(A, E, F)[:, ::-1, :],
        threej(D, B, F)[:, :, ::-1], threej(D, E, C)[::-1, :, :],
        *phases, optimize='greedy'))


def text(rows):
    return "{" + "; ".join(" ".join(f"{x/2:g}" for x in r)
                           for r in rows) + "}"


# --- Elementary properties of the 3j symbols ---
for A, B, C in product(range(5), repeat=3):
    if triad(A, B, C):
        w, p = threej(A, B, C), sign(A + B + C)
        assert np.allclose(threej(B, A, C).transpose(1, 0, 2), p * w,
                           atol=TOL)
        assert np.allclose(threej(A, C, B).transpose(0, 2, 1), p * w,
                           atol=TOL)
        assert np.allclose(w[::-1, ::-1, ::-1], p * w, atol=TOL)
for A in range(6):
    expected = np.zeros((A + 1, A + 1))
    for i in range(A + 1):
        expected[i, A - i] = (-1.0) ** i / np.sqrt(A + 1)
    assert np.allclose(threej(A, A, 0)[:, :, 0], expected, atol=TOL)

# --- Row exchange, column exchange and transposition, random arguments ---
rng = np.random.default_rng(7)
n_exchange = n_odd_nonzero = 0
for draw in rng.integers(0, 5, size=(100000, 9)).tolist():
    r = [tuple(draw[0:3]), tuple(draw[3:6]), tuple(draw[6:9])]
    if not all(triad(*t) for t in r):
        continue
    if not all(triad(*t) for t in zip(*r)):
        continue
    value, p = ninej(r), sign(sum(draw))
    assert abs(ninej([r[1], r[0], r[2]]) - p * value) < TOL
    assert abs(ninej([(x[0], x[2], x[1]) for x in r]) - p * value) < TOL
    assert abs(ninej(list(zip(*r))) - value) < TOL
    n_exchange += 1
    n_odd_nonzero += int(p < 0 and abs(value) > 1e-8)
assert n_exchange > 20 and n_odd_nonzero > 0

# --- Two equal rows ---
n_odd = n_even_nonzero = n_even_zero = 0
largest_odd = 0.0
for A, B, C in product(range(4), repeat=3):
    if not triad(A, B, C):
        continue
    for G, H, K in product(range(0, 2 * A + 1, 2), range(0, 2 * B + 1, 2),
                           range(0, 2 * C + 1, 2)):
        if not triad(G, H, K):
            continue
        value = ninej([(A, B, C), (A, B, C), (G, H, K)])
        if sign(2 * (A + B + C) + G + H + K) < 0:
            n_odd += 1
            largest_odd = max(largest_odd, abs(value))
        elif abs(value) > 1e-8:
            n_even_nonzero += 1
        else:
            n_even_zero += 1
assert n_odd > 0 and n_even_nonzero > 0 and largest_odd < TOL

counterexample = [(1, 1, 2), (1, 3, 2), (2, 2, 4)]
counter_value = ninej(counterexample)
assert sign(sum(map(sum, counterexample))) < 0
assert abs(counter_value) > 1e-3

# --- One zero argument ---
n_zero_argument = 0
largest_difference = 0.0
for A, B, C, D, E, G in product(range(5), repeat=6):
    if not (triad(A, B, C) and triad(D, E, C) and triad(A, D, G)
            and triad(B, E, G)):
        continue
    six = sixj_racah(A, B, C, E, D, G)
    assert abs(sixj_projection_sum(A, B, C, E, D, G) - six) < TOL
    formula = sign(B + C + D + G) * six / np.sqrt((C + 1) * (G + 1))
    corner = ninej([(A, B, C), (D, E, C), (G, G, 0)])
    moved = ninej([(0, G, G), (C, A, B), (C, D, E)])
    largest_difference = max(largest_difference, abs(corner - formula),
                             abs(moved - formula))
    n_zero_argument += 1
assert n_zero_argument > 100 and largest_difference < TOL


# --- Two p electrons: operators in the product space ---
def spin_matrices(A):
    j = A / 2
    m = j - np.arange(A + 1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


def projectors(components, twice_values):
    square = sum(x @ x for x in components)
    w, v = np.linalg.eigh(square)
    out = {}
    for A in twice_values:
        u = v[:, np.abs(w - A / 2 * (A / 2 + 1)) < 1e-8]
        out[A] = u @ u.conj().T
    return out


l_one = [np.kron(x, np.eye(2)) for x in spin_matrices(2)]
s_one = [np.kron(np.eye(3), x) for x in spin_matrices(1)]
l1, s1 = [[np.kron(x, np.eye(6)) for x in q] for q in (l_one, s_one)]
l2, s2 = [[np.kron(np.eye(6), x) for x in q] for q in (l_one, s_one)]


def add(p, q):
    return [x + y for x, y in zip(p, q)]


P_j1 = projectors(add(l1, s1), (1, 3))
P_j2 = projectors(add(l2, s2), (1, 3))
P_L = projectors(add(l1, l2), (0, 2, 4))
P_S = projectors(add(s1, s2), (0, 2))
P_J = projectors(add(add(l1, s1), add(l2, s2)), (0, 2, 4, 6))
exchange = np.eye(36).reshape(6, 6, 6, 6).transpose(1, 0, 2, 3)
exchange = exchange.reshape(36, 36)


def clebsch(A, B, C):
    """Clebsch-Gordan coefficients over (m_a, m_b, M)."""
    phase = sign(A - B + C) * (-1.0) ** np.arange(C + 1)
    return phase * np.sqrt(C + 1) * threej(A, B, C)[:, :, ::-1]


table = {}
for J1, J2, J in product((1, 3), (1, 3), (0, 2, 4, 6)):
    if not triad(J1, J2, J):
        continue
    P_jj = P_j1[J1] @ P_j2[J2] @ P_J[J]
    if J1 == J2:
        assert np.allclose(exchange @ P_jj, sign(2 * J1 - J) * P_jj,
                           atol=1e-10)
    total = 0.0
    for L, S in product((0, 2, 4), (0, 2)):
        if not triad(L, S, J):
            continue
        rows = [(2, 1, J1), (2, 1, J2), (L, S, J)]
        nine = ninej(rows)
        overlap = np.sqrt((J1 + 1) * (J2 + 1) * (L + 1) * (S + 1)) * nine
        direct = np.einsum(
            'abc,def,cfm,adg,beh,ghm->m', clebsch(2, 1, J1),
            clebsch(2, 1, J2), clebsch(J1, J2, J), clebsch(2, 2, L),
            clebsch(1, 1, S), clebsch(L, S, J), optimize='greedy')
        assert np.allclose(direct, overlap, atol=TOL)
        P_LS = P_L[L] @ P_S[S] @ P_J[J]
        assert np.allclose(exchange @ P_LS, sign(4 - L + 2 - S) * P_LS,
                           atol=1e-10)
        weight = np.trace(P_jj @ P_LS).real / (J + 1)
        assert abs(weight - overlap ** 2) < 1e-10
        total += weight
        if J1 == J2:
            table[J1, J, L, S] = (nine, overlap, weight)
    assert abs(total - 1) < 1e-10

# --- Printed results; every number is dimensionless ---
print("All numbers below are dimensionless.")
print(f"Exchange and transposition tests: {n_exchange} symbols")
print(f"  of these, odd sum and nonzero: {n_odd_nonzero}")
print(f"Equal rows, odd sum: {n_odd} symbols, largest |9j| "
      f"{largest_odd:.1e}")
print(f"Equal rows, even sum: {n_even_nonzero} nonzero, "
      f"{n_even_zero} zero")
print(f"Odd sum, no equal rows: {text(counterexample)} = "
      f"{counter_value:.6f}")
print(f"Zero argument: {n_zero_argument} symbols, largest difference "
      f"{largest_difference:.1e}")
print("Two p electrons, l=1, s=1/2, j1=j2=j; weight from projectors")
print("  j    J  L  S  L+S+J     9j       overlap    weight")
for (J1, J, L, S), (nine, overlap, weight) in table.items():
    n, o, w = [0.0 if abs(x) < 1e-10 else x
               for x in (nine, overlap, weight)]
    print(f" {J1/2:.1f}   {J//2}  {L//2}  {S//2}    {(L+S+J)//2}   "
          f"{n:10.6f} {o:10.6f} {w:9.6f}")
forbidden = [(2, 1, 3), (2, 1, 3), (4, 2, 4)]
magnitudes = ninej(forbidden, absolute=True)
assert magnitudes > 1e-3 and abs(ninej(forbidden)) < TOL
print(f"Forbidden {text(forbidden)}: sum of |terms| = {magnitudes:.6f}")
print("J=0 from the 6j {1 1/2 j; 1/2 1 L}, with S=L")
for J1, L in product((1, 3), (0, 2)):
    six = sixj_racah(2, 1, J1, 1, 2, L)
    phase = sign(1 + J1 + 2 + L)
    overlap = phase * np.sqrt((J1 + 1) * (L + 1)) * six
    assert abs(overlap - table[J1, 0, L, L][1]) < TOL
    assert abs(overlap ** 2 - table[J1, 0, L, L][2]) < 1e-10
    print(f"  j={J1/2:.1f} L={L//2}: 6j={six:.6f} phase={phase:+.0f} "
          f"overlap={overlap:.6f} weight={overlap**2:.6f}")
print("verified")
```

Printed output:

```
All numbers below are dimensionless.
Exchange and transposition tests: 459 symbols
  of these, odd sum and nonzero: 195
Equal rows, odd sum: 40 symbols, largest |9j| 6.9e-18
Equal rows, even sum: 153 nonzero, 0 zero
Odd sum, no equal rows: {0.5 0.5 1; 0.5 1.5 1; 1 1 2} = 0.027778
Zero argument: 570 symbols, largest difference 2.2e-16
Two p electrons, l=1, s=1/2, j1=j2=j; weight from projectors
  j    J  L  S  L+S+J     9j       overlap    weight
 0.5   0  0  0    0     0.288675   0.577350  0.333333
 0.5   0  1  1    2     0.136083   0.816497  0.666667
 0.5   1  0  1    2    -0.055556  -0.192450  0.037037
 0.5   1  1  0    2     0.136083   0.471405  0.222222
 0.5   1  1  1    3     0.000000   0.000000  0.000000
 0.5   1  2  1    4     0.111111   0.860663  0.740741
 1.5   0  0  0    0     0.204124   0.816497  0.666667
 1.5   0  1  1    2    -0.048113  -0.577350  0.333333
 1.5   1  0  1    2     0.087841   0.608581  0.370370
 1.5   1  1  0    2     0.107583   0.745356  0.555556
 1.5   1  1  1    3     0.000000   0.000000  0.000000
 1.5   1  2  1    4    -0.017568  -0.272166  0.074074
 1.5   2  1  1    4     0.068041   0.816497  0.666667
 1.5   2  2  0    4     0.064550   0.577350  0.333333
 1.5   2  2  1    5     0.000000   0.000000  0.000000
 1.5   3  2  1    6     0.064550   1.000000  1.000000
Forbidden {1 0.5 1.5; 1 0.5 1.5; 2 1 2}: sum of |terms| = 0.042601
J=0 from the 6j {1 1/2 j; 1/2 1 L}, with S=L
  j=0.5 L=0: 6j=0.408248 phase=+1 overlap=0.577350 weight=0.333333
  j=0.5 L=1: 6j=-0.333333 phase=-1 overlap=0.816497 weight=0.666667
  j=1.5 L=0: 6j=-0.408248 phase=-1 overlap=0.816497 weight=0.666667
  j=1.5 L=1: 6j=-0.166667 phase=+1 overlap=-0.577350 weight=0.333333
verified
```
